# Oxygen Chemical Potential and Its Half-Logarithmic Dependence on Oxygen Pressure

Take a vessel of pure oxygen gas held at 1000 K, and lower its pressure tenfold. For $N$ molecules the Gibbs free energy is $G=N\mu_{\mathrm{O_2}}$, and its differential is $dG=-S\,dT+V\,dp+\mu_{\mathrm{O_2}}\,dN$. At fixed $T$ and $N$ these two statements give $N\,d\mu_{\mathrm{O_2}}=V\,dp$. If the gas is ideal, $V/N=k_BT/p$, with $k_B$ the Boltzmann constant, and therefore

$$
\mu_{\mathrm{O_2}}(T,p_2)-\mu_{\mathrm{O_2}}(T,p_1)=\int_{p_1}^{p_2}\frac{k_BT}{p}\,dp=k_BT\ln\frac{p_2}{p_1}.
$$

Each molecule carries two atoms. If the free energy per atom is half that per molecule, a tenfold reduction of pressure lowers it by $\tfrac12k_BT\ln 10$. With $k_BT=0.086173$ eV this is 0.0992 eV.

This argument fixes differences at one temperature. It leaves open why an oxide should see half the molecular value, and what the chemical potential is at a given temperature and pressure. Both are needed for the energy of an oxygen vacancy in a high-k gate dielectric, because the atom removed from the oxide has to go somewhere, and its free energy there is part of the cost. Energies below are in electronvolts, temperatures in kelvin and pressures in bar, which suit gas thermodynamics better than atomic units.

Let an oxide exchange oxygen with the gas at fixed $T$ and pressure. Let $N_{\mathrm O}$ be the number of oxygen atoms in the solid and $N$ the number of molecules in the gas. The oxygen chemical potential $\mu_{\mathrm O}$ of the solid is the change of its free energy per added oxygen atom at fixed cation number. Conservation of atoms requires $N_{\mathrm O}+2N$ to be constant, so $dN_{\mathrm O}=-2\,dN$. The total free energy changes by

$$
dG=\mu_{\mathrm O}\,dN_{\mathrm O}+\mu_{\mathrm{O_2}}\,dN=(\mu_{\mathrm{O_2}}-2\mu_{\mathrm O})\,dN .
$$

In equilibrium this vanishes for either sign of $dN$, which gives

$$
\mu_{\mathrm O}=\tfrac12\,\mu_{\mathrm{O_2}} .
$$

The half comes from the stoichiometry of the exchange. It doesn't require free oxygen atoms to be present in the gas. It does require the exchange to reach equilibrium: a film too cold to exchange oxygen during an experiment has a chemical potential that the surrounding pressure does not set.

The absolute value follows from the quantum levels of the molecule. For $N$ identical molecules that do not interact and are so dilute that two rarely compete for one quantum state, the partition function is $Z=q^N/N!$, where $q$ is the sum of Boltzmann factors over the states of one molecule. The Helmholtz free energy is

$$
F(N)=-k_BT\ln Z=-k_BT\,(N\ln q-\ln N!).
$$

The chemical potential is the change of $F$ when one molecule is added at fixed $T$ and $V$. Since $\ln N!-\ln(N-1)!=\ln N$,

$$
\mu_{\mathrm{O_2}}=F(N)-F(N-1)=-k_BT\ln\frac{q}{N}.
$$

For macroscopic $N$ it makes no difference whether the step is taken from $N-1$ to $N$ or from $N$ to $N+1$.

Let $E_0$ be the energy of the molecule at the minimum of its electronic energy curve plus its zero-point vibrational energy. Taking the translational, rotational, vibrational and electronic energies as additive, we have

$$
q=e^{-E_0/k_BT}\,q_{\mathrm{tr}}\,q_{\mathrm{rot}}\,q_{\mathrm{vib}}\,q_{\mathrm{el}} .
$$

The translational factor is the one that contains the volume. In a cubic box of side $L$, a molecule of mass $m$ has energies $h^2n^2/(8mL^2)$ for each direction, with $n=1,2,\dots$ and $h$ the Planck constant. Define the thermal wavelength $\lambda=h/\sqrt{2\pi mk_BT}$. Then $h^2/(mk_BT)=2\pi\lambda^2$, and the Boltzmann exponent becomes $\pi\lambda^2n^2/(4L^2)$. For $L\gg\lambda$ the sum over $n$ is close to a Gaussian integral:

$$
\sum_{n=1}^{\infty}e^{-\pi\lambda^2n^2/4L^2}\simeq\int_0^\infty e^{-\pi\lambda^2n^2/4L^2}\,dn-\frac12=\frac{L}{\lambda}-\frac12 .
$$

The $-\tfrac12$ appears because the sum starts at $n=1$, while the trapezoidal rule for the integral would include half of the term at $n=0$. Its relative size, $\lambda/2L$, vanishes for a macroscopic box. Three directions give $q_{\mathrm{tr}}=V/\lambda^3$.

The internal levels do not depend on the size of the box, so the pressure is

$$
p=-\left(\frac{\partial F}{\partial V}\right)_{T,N}=Nk_BT\,\frac{\partial\ln q_{\mathrm{tr}}}{\partial V}=\frac{Nk_BT}{V}.
$$

This lets us eliminate the volume per molecule, $V/N=k_BT/p$, and hence

$$
\frac{q_{\mathrm{tr}}}{N}=\frac{V}{N\lambda^3}=\frac{k_BT}{p\lambda^3}.
$$

If other ideal gases are present, each species contributes its own factor $q^N/N!$ in the same volume. The formula for $\mu_{\mathrm{O_2}}$ then still contains $N/V$ of oxygen alone, so $p$ must be read as the partial pressure of O$_2$, not as the total pressure.

The rotational factor needs the symmetry of the molecule. We take both nuclei to be $^{16}$O, which have no spin and are bosons, so the total wave function must be unchanged when they are exchanged. Exchanging the nuclei is equivalent to inverting all coordinates and then inverting the electrons alone in the molecular frame. For the ground term $^3\Sigma_g^-$, the first operation gives $-(-1)^J$, where $J$ here denotes the rotational quantum number without electron spin; the second gives $+1$, because the term is even (g). The product must be $+1$, so $J$ is odd. For a rigid rotor with rotational temperature $\Theta_r=\hbar^2/(2Ik_B)$ and moment of inertia $I$,

$$
q_{\mathrm{rot}}=\sum_{J\ \mathrm{odd}}(2J+1)\,e^{-\Theta_rJ(J+1)/T}.
$$

When $T\gg\Theta_r$ the terms vary slowly with $J$, and the odd values contribute half of the sum over all $J$. With $y=J(J+1)$ and $dy=(2J+1)\,dJ$, the full sum becomes $\int_0^\infty e^{-\Theta_ry/T}dy=T/\Theta_r$. Thus

$$
q_{\mathrm{rot}}\simeq\frac{T}{2\Theta_r}.
$$

Rotational energy is measured here from $J=0$, a level absent in this molecule. The lowest allowed level lies $2k_B\Theta_r$ higher. The closed formula is therefore not meant for temperatures comparable with $\Theta_r$.

For a harmonic vibration of angular frequency $\omega$, put $\Theta_v=\hbar\omega/k_B$. The zero-point energy is already in $E_0$, so the levels start from zero and form a geometric series:

$$
q_{\mathrm{vib}}=\sum_{v=0}^{\infty}e^{-v\Theta_v/T}=\frac1{1-e^{-\Theta_v/T}} .
$$

The electronic ground term is a spin triplet. If its fine splitting is small compared with $k_BT$ and excited terms are unoccupied, $q_{\mathrm{el}}=3$.

Substituting all factors into $\mu_{\mathrm{O_2}}=-k_BT\ln(q/N)$ and halving, we obtain $\mu_{\mathrm O}=\tfrac12E_0+\Delta\mu_{\mathrm O}$, where

$$
\Delta\mu_{\mathrm O}(T,p)=\frac{k_BT}{2}\left[\ln\frac{p\lambda^3}{k_BT}-\ln\frac{T}{2\Theta_r}+\ln\!\left(1-e^{-\Theta_v/T}\right)-\ln3\right].
$$

The positive sign of the vibrational logarithm comes from the reciprocal in $q_{\mathrm{vib}}$. Choose a reference pressure $p^\circ=1$ bar and write $p=p^\circ(p/p^\circ)$ in the first logarithm. The pressure separates from everything else:

$$
\boxed{\mu_{\mathrm O}(T,p)=\tfrac12E_0+\Delta\mu^\circ(T)+\tfrac12k_BT\ln\frac{p}{p^\circ}},\qquad
\left(\frac{\partial\mu_{\mathrm O}}{\partial\ln p}\right)_T=\frac{k_BT}{2},
$$

with $\Delta\mu^\circ(T)=\Delta\mu_{\mathrm O}(T,p^\circ)$. The rotor and spin approximations enter $\Delta\mu^\circ$; the oscillator approximation enters $\Delta\mu^\circ$ and also, through the zero-point energy, $E_0$. None of them affects the pressure term. Any internal partition function independent of volume gives the same pressure dependence. Interactions between molecules do change it; the half-logarithm then holds with the fugacity in place of $p$, the two becoming equal in the dilute limit.

For numbers we need $\Theta_r$ and $\Theta_v$. A spin-unrestricted PBE calculation in the def2-SVP basis gives a bond length of 1.214 Å and a harmonic wavenumber of 1611 cm$^{-1}$, hence $\Theta_r=2.059$ K and $\Theta_v=2318$ K. These constants are not converged in the basis: def2-TZVP gives 1.219 Å and 1556 cm$^{-1}$, or $\Theta_r=2.042$ K and $\Theta_v=2238$ K, which lowers $\Delta\mu_{\mathrm O}$ at 1000 K by 0.7 meV. The def2-SVP values are used below. At 1000 K and 1 bar, $\lambda=9.761$ pm and $p\lambda^3/k_BT=6.736\times10^{-9}$. This last number is the count of molecules per cube of side $\lambda$, and its smallness justifies the use of $q^N/N!$. The other factors are $T/2\Theta_r=242.81$ and $q_{\mathrm{vib}}=1.1092$. With $\tfrac12k_BT=0.043087$ eV, the four contributions are

$$
\begin{aligned}
0.043087\,\ln(6.736\times10^{-9})&=-0.8107\ \text{eV},\\
-0.043087\,\ln 242.81&=-0.2366\ \text{eV},\\
-0.043087\,\ln1.1092&=-0.0045\ \text{eV},\\
-0.043087\,\ln3&=-0.0473\ \text{eV}.
\end{aligned}
$$

Their sum is $\Delta\mu_{\mathrm O}=-1.099$ eV. Most of it is translational, because a molecule in a dilute gas has very many translational states open to it: $q_{\mathrm{tr}}/N$ is about $1.5\times10^8$ here.

The approximate electronic structure affects this result weakly. Since $I$ is proportional to the square of the bond length $r$, a small error $\delta r$ changes $\Delta\mu_{\mathrm O}$ by $-k_BT\,\delta r/r$, or about $-0.9$ meV for a bond 1% too long. A level sum built from the measured spectroscopic constants, with anharmonicity, centrifugal stretching and spin splitting included, gives $-1.100$ eV at 1000 K, so the last digit of $-1.099$ eV is uncertain. An error in the total energy of O$_2$ is another matter: half of it goes directly into $\tfrac12E_0$, though not into the pressure slope. The triplet ground term was checked by a small configuration-interaction calculation, which puts a twofold singlet term 0.87 eV higher; this gap is a rough value that moves between 0.81 and 0.90 eV with the basis and the orbitals. Including that term would replace 3 by $3+2e^{-0.872/0.0862}$ and shift $\mu_{\mathrm O}$ by about $-10^{-6}$ eV at 1000 K ($-2\times10^{-6}$ eV for a gap of 0.81 eV).

The zero of energy must be kept in view. The zero-point energy is 0.0999 eV per molecule in the def2-SVP basis (0.096 eV in def2-TZVP). If the reference is the bare electronic minimum instead of $E_0$, then $0.0999/2\approx0.050$ eV per atom must be added to $\Delta\mu_{\mathrm O}$. The total $\mu_{\mathrm O}$ is the same in both conventions.

The closed formula was tested against explicit sums over box, rotational and vibrational levels, with the chemical potential taken as a finite difference of $F$ in $N$. At 1000 K and 1 bar the sums give $-1.09918$ eV and the formula $-1.09916$ eV. The next term of the rotational sum accounts for the sign and most of the size of this difference. With $u=J+\tfrac12$, the sum over all $J$ is a midpoint sum of $f(u)=2u\,e^{-\Theta_r(u^2-1/4)/T}$. The midpoint rule adds $f'(0)/24\simeq\tfrac1{12}$ to the integral $e^{\Theta_r/4T}\,T/\Theta_r\simeq T/\Theta_r+\tfrac14$. The total is $T/\Theta_r+\tfrac13$. Summed numerically at 300 K, the odd and even values of $J$ contribute equally to within one part in $10^8$, so the odd half is $T/2\Theta_r+\tfrac16$. The extra $\tfrac16$ lowers $\Delta\mu_{\mathrm O}$ by $0.04309\times(1/6)/242.81\approx3.0\times10^{-5}$ eV. The wall term $-\tfrac12$ of the finite box, which held $10^5$ molecules, raises it by $0.3\times10^{-5}$ eV, leaving a net lowering of $2.7\times10^{-5}$ eV, consistent with the two rounded values. Between 1 and $10^{-4}$ bar the level sums give a slope of 0.500003 in units of $k_BT$ per unit of $\ln p$.

Temperature acts differently from pressure. While $T\ll\Theta_v$ the vibrational term is negligible. At fixed $p$, $\lambda^3/T$ varies as $T^{-5/2}$ and the rotational factor supplies another $T^{-1}$, so the bracket in $\Delta\mu_{\mathrm O}$ is a constant minus $\tfrac72\ln T$. Dividing by $T$ and subtracting at two temperatures gives

$$
\frac{\Delta\mu_{\mathrm O}(T_2,p)}{T_2}-\frac{\Delta\mu_{\mathrm O}(T_1,p)}{T_1}=-\frac74\,k_B\ln\frac{T_2}{T_1}.
$$

From the value $-0.611$ eV at 600 K and 1 bar, this predicts $-0.611\times\tfrac{1000}{600}-\tfrac74(0.0862)\ln\tfrac{1000}{600}=-1.018-0.077=-1.095$ eV at 1000 K. The full value is $-1.099$ eV; the missing 0.004 eV (0.0036 eV before rounding) is vibrational: the term of $-0.0045$ eV at 1000 K, less the $-0.0009$ eV already contained in the scaled 600 K value. Heating at constant pressure thus makes the gas a stronger sink for oxygen. It also makes the chemical potential respond more strongly to pressure: lowering $p$ from 1 to $10^{-10}$ bar shifts $\Delta\mu_{\mathrm O}$ by $-0.298$ eV at 300 K but by $-1.290$ eV at 1300 K.

Now remove one oxygen atom from the oxide and put it in the gas. Let $E_{\mathrm{perf}}$ and $E_{\mathrm{def}}$ be the energies of the crystal before and after the removal. The formation energy of a neutral vacancy is

$$
E_f=E_{\mathrm{def}}-E_{\mathrm{perf}}+\mu_{\mathrm O}=E_v+\Delta\mu_{\mathrm O},\qquad
E_v=E_{\mathrm{def}}-E_{\mathrm{perf}}+\tfrac12E_0 .
$$

The chemical potential enters with a plus sign because the gas gains the atom. A lower pressure makes $\Delta\mu_{\mathrm O}$ more negative and the vacancy cheaper. Changes in lattice vibrations are neglected here.

Suppose $n$ independent vacancies are distributed over $M$ equivalent sites. The number of arrangements is $\binom{M}{n}$, and for large numbers Stirling's formula gives $\partial\ln\binom{M}{n}/\partial n=\ln[(M-n)/n]$. Minimizing $nE_f-k_BT\ln\binom{M}{n}$ at fixed $\mu_{\mathrm O}$ gives $E_f=k_BT\ln[(M-n)/n]$. In terms of the site fraction $x=n/M$,

$$
\frac{x}{1-x}=e^{-E_f/k_BT}=e^{-(E_v+\Delta\mu^\circ)/k_BT}\left(\frac{p}{p^\circ}\right)^{-1/2}.
$$

The half-logarithm in the energy has become an inverse square root in the vacancy odds.

This law can be tested without using a chemical potential at all. Consider a closed box containing lattice sites and oxygen gas, where atoms leave the lattice in pairs to form molecules. Summing the canonical weights of all possible numbers of released pairs gives the mean pressure and mean vacancy count directly. For a test site energy of 1.5 eV at 1000 K, two boxes of different volume gave odds of 0.00944 at 1.02338 bar and 0.08716 at 0.01200 bar. The odds rise by a factor of 9.23, while the pressure falls by a factor of 85.3, whose square root is 9.23. The logarithmic slope is $-0.50000$.

For a wide-gap oxide, take the round model value $E_v=6.0$ eV. At 1000 K and 1 bar, $E_f=6.0-1.099=4.901$ eV and $x=2.0\times10^{-25}$. At $10^{-10}$ bar, $E_f=3.909$ eV and $x=2.0\times10^{-20}$. The change in formation energy is

$$
\tfrac12(0.086173\ \text{eV})\ln10^{-10}=-0.992\ \text{eV}=-0.0365\ \text{hartree}.
$$

Ten decades of pressure multiply the vacancy fraction by $10^5$, as the square root requires, yet it remains negligible. To reach $x=10^{-6}$ in this model, $E_f$ would have to be $k_BT\ln10^6=1.19$ eV, so $\Delta\mu_{\mathrm O}=-4.81$ eV. That is 3.71 eV below the value at 1 bar, or $3.71/0.0992\approx37$ decades of pressure. At $10^{-37}$ bar and 1000 K, $p/k_BT$ is less than one O$_2$ molecule in $10^{12}$ m$^3$, and the oxygen atoms in equilibrium with it, though far more numerous, are still fewer than one per $10^3$ m$^3$, so this is not a pressure to which a vessel can be pumped. The chemical potential itself remains meaningful. If a metal M and its oxide MO are both in equilibrium with the film, adding an oxygen atom to M forms MO, and $\mu_{\mathrm O}=g_{\mathrm{MO}}-g_{\mathrm M}$, the difference of their free energies per formula unit. A metal layer that binds oxygen strongly can thus impose a low $\mu_{\mathrm O}$, and the quoted pressure is then a way of labelling that value. Whether the dielectric itself survives there is a separate question of stability.

Charged vacancies show how the power law for defects can change while that for $\mu_{\mathrm O}$ does not. A vacancy of charge $+2$ gives two electrons to the Fermi level $E_F$, measured from the conduction-band edge, so its formation energy is $E_2+\Delta\mu_{\mathrm O}+2E_F$, where $E_2$ is independent of $p$ and $E_F$. If the electrodes hold $E_F$ fixed throughout the film, which requires that the vacancies be too few for their charge to bend the bands, the vacancy fraction $x_2$ again varies as $p^{-1/2}$. Suppose instead that the vacancies supply all the free electrons in a neutral bulk oxide. For a nondegenerate electron gas, the number of electrons per oxygen site is $n_e=A\,e^{E_F/k_BT}$, with $A$ depending on $T$ alone. Hence $e^{-2E_F/k_BT}=A^2/n_e^2$, and neutrality requires $n_e=2x_2$:

$$
x_2=e^{-(E_2+\Delta\mu_{\mathrm O})/k_BT}\,\frac{A^2}{4x_2^2}
\quad\Longrightarrow\quad
x_2^3=\frac{A^2}{4}\,e^{-(E_2+\Delta\mu_{\mathrm O})/k_BT}\propto p^{-1/2}.
$$

The cube root gives $x_2\propto p^{-1/6}$. Lower pressure still favours vacancies through $\Delta\mu_{\mathrm O}$, but the electrons they release raise $E_F$ and oppose the formation of more. A measured exponent therefore reflects the charge balance of the oxide as well as the gas law. It does not identify the vacancy charge by itself: $-1/2$ was found both for neutral vacancies and for charged ones at fixed $E_F$. The numerical output below lists the main computed values.

## Computed values

```
O2, spin-unrestricted PBE, def2-SVP
Mass of one O atom: 15.9949 u
Energy at curve minimum: -150.06578 hartree
Bond length: 1.2136 angstrom
Harmonic wavenumber: 1611.4 cm^-1
Rotational temperature Tr: 2.059 K
Vibrational temperature Tv: 2318.4 K
Zero-point energy per molecule: 0.0999 eV
CASCI(8 electrons, 6 orbitals), ROHF orbitals, def2-SVP
Ground-term <S^2>: 2.0000
Gap to twofold singlet term: 0.872 eV
Neglected shift of mu_O at 1000 K: -1.2e-06 eV
Gas at 1000 K and 1 bar
kT: 0.086173 eV
Thermal wavelength: 9.761 pm
p lam^3/kT: 6.736e-09
Rotational factor T/(2 Tr): 242.81
Vibrational factor: 1.1092
Part of dmu_O, translation: -0.8107 eV
Part of dmu_O, rotation: -0.2366 eV
Part of dmu_O, vibration: -0.0045 eV
Part of dmu_O, spin: -0.0473 eV
dmu_O, closed formula: -1.09916 eV
dmu_O, explicit levels: -1.09918 eV
Pressure from explicit levels: 1.00002 bar
Level-sum slope d(mu_O)/d(kT ln p): 0.500003
dmu_O at 1 bar and at 1e-10 bar
T = 300 K: -0.274 eV, -0.572 eV
T = 600 K: -0.611 eV, -1.206 eV
T = 1000 K: -1.099 eV, -2.091 eV
T = 1300 K: -1.485 eV, -2.775 eV
Shift per pressure decade, 1000 K: 0.0992 eV
Closed-box test, 1000 K, site energy 1.5 eV
Pressures: 1.02338 bar, 0.01200 bar
Vacancy odds: 0.00944, 0.08716
Slope d(ln odds)/d(ln p): -0.50000
Model oxide at 1000 K, E_v = 6.0 eV
p = 1e+00 bar: E_f = 4.901 eV, site fraction = 2.00e-25
p = 1e-05 bar: E_f = 4.405 eV, site fraction = 6.32e-23
p = 1e-10 bar: E_f = 3.909 eV, site fraction = 2.00e-20
E_f change, 1 to 1e-10 bar: -0.9921 eV = -0.03646 hartree
```
